# EUV Standing Waves on Silicon: Small Reflectance, Percent-Level Ripple

Without a correct estimate of the standing wave in an EUV resist, one can go wrong in two directions. Carrying over deep-ultraviolet (DUV) experience means designing against a nearly complete modulation of the exposure that is not there. Arguing instead that the resist–silicon interface reflects only about 0.01 percent of the EUV light reaching it, and taking that figure as the size of the ripple, underestimates the ripple about two-hundredfold.

## The belief and its appeal

The first belief is that EUV resist on bare silicon shows standing waves as strong as those in DUV resist. It has a sound starting point: a resist on a flat substrate is the same interference arrangement at both wavelengths. A downgoing wave meets its own reflection, and the intensity oscillates with height. What does not carry over is the strength of the reflection.

The natural correction is that all refractive indices are close to one in the EUV, so the reflection is tiny and the ripple must lie below one percent. The premise is right, but the conclusion does not follow. Reflectance measures the intensity of the reflected wave alone, whereas the ripple comes from its interference with a much stronger wave and is proportional to the reflected amplitude.

## The field above the silicon

Take flat, homogeneous, nonmagnetic layers with a sharp, bare resist–silicon interface. On a real wafer, a native oxide or an underlayer of different index adds its own reflection and changes the numbers below. For the resist used below and a rough oxide index of \(0.978+0.011i\), 1 to 2 nm of oxide raises the ripple at the bottom of the resist from about 2.0 to between 2.4 and 2.8 percent. The light is a coherent plane wave of vacuum wavelength \(\lambda\), at vacuum angle \(\theta\) from the normal, with its electric field perpendicular to the plane of incidence (s polarization). The time factor is \(e^{-i\omega t}\), so an absorbing medium has index \(n=1-\delta+i\beta\) with \(\beta>0\). Let \(d\) be the height above the silicon and \(k=2\pi/\lambda\).

The lateral dependence \(e^{ikx\sin\theta}\) is the same in every layer, because the fields must match along the whole interface. Inserting it into \(\nabla^2E+k^2n^2E=0\) leaves

\[
E''(d)+k^2q^2E(d)=0,\qquad q^2=n^2-\sin^2\theta .
\]

With subscripts \(r\) for resist and \(s\) for silicon, the resist field is

\[
E(d)=A\left[e^{-ikq_rd}+r\,e^{ikq_rd}\right].
\]

The first term travels downward and the second upward. The silicon is treated as infinitely deep, so it holds only a downgoing wave, proportional to \(e^{-ikq_sd}\). Continuity of \(E\) and \(E'\) at \(d=0\) means that \(E'/E\) is the same on both sides:

\[
-ikq_r\,\frac{1-r}{1+r}=-ikq_s .
\]

Hence \(q_r(1-r)=q_s(1+r)\). Collecting the terms in \(r\) gives \(q_r-q_s=r(q_r+q_s)\), or

\[
r=\frac{q_r-q_s}{q_r+q_s}.
\]

Reflections at the top of the resist change the common factor \(A\), and so the overall dose. They do not change the ratio of upgoing to downgoing wave, which the silicon fixes. The relative ripple is therefore independent of the top surface in this model.

## From amplitude to ripple

In a homogeneous resist the absorbed power density is proportional to \(|E|^2\). The downgoing wave alone has intensity \(|A|^2e^{\alpha d}\), with \(\alpha=2k\,\mathrm{Im}\,q_r\). It grows with \(d\) because \(d\) is measured upward, against the direction of travel. Dividing by it leaves

\[
M(d)=\left|1+r\,e^{2ikq_rd}\right|^2 .
\]

Write \(r=|r|e^{i\varphi}\), \(\rho(d)=|r|e^{-\alpha d}\) and \(K=2k\,\mathrm{Re}\,q_r\). Expanding the square gives

\[
M(d)=1+\rho^2+2\rho\cos(Kd+\varphi).
\]

The period is \(p=2\pi/K=\lambda/(2\,\mathrm{Re}\,q_r)\). If \(\rho\) changes little over one period, the extrema are \((1+\rho)^2\) and \((1-\rho)^2\). Their difference is \(4\rho\) and their sum is \(2+2\rho^2\), so the local contrast is

\[
V=\frac{M_{\max}-M_{\min}}{M_{\max}+M_{\min}}=\frac{2\rho}{1+\rho^2}.
\]

I call \(V\) the ripple amplitude: the intensity swings by about \(\pm V\) around its local mean, and the peak-to-valley ripple is \(2V\). The distinction matters whenever a limit such as one percent is quoted.

At normal incidence \(q=n\). With \(\Delta n=n_r-n_s\) and both indices close to one, the denominator of \(r\) is close to two. To leading order,

\[
r\simeq\frac{\Delta n}{2},\qquad
R=|r|^2\simeq\frac{|\Delta n|^2}{4},\qquad
V(0)\simeq2|r|\simeq|\Delta n| .
\]

The reflectance is quadratic in the index contrast, but the ripple is linear in it. Equivalently, \(V(0)\simeq2\sqrt R\) for weak reflection. This relation removes the apparent contradiction between a negligible reflected power and a visible ripple.

## The numbers at 13.5 nm

Take a model organic resist with \(n_r=0.980+0.006i\), and for silicon the rough value \(n_s=0.999+0.002i\). Then \(\Delta n=-0.019+0.004i\), and

\[
|\Delta n|=\sqrt{0.019^2+0.004^2}=0.0194 .
\]

The sum of the indices has magnitude 1.979, so \(|r|=0.0194/1.979=0.0098\). Squaring gives \(R=0.0096\) percent; doubling gives a ripple amplitude of 1.96 percent, or 3.9 percent peak to valley. The claim of a ripple below one percent fails for this resist, although the reflectance is far below one percent.

Direct numerical integration of the wave equation, started inside the silicon, tests this result without using the reflection formula. Over the first period it gives a contrast of 1.941 percent, against 1.925 percent from the formula at the window's centre. The small difference arises because \(\rho\) falls by about 4 percent over one period, and the minimum and maximum, near 0.2 and 3.7 nm, lie on average below the centre at 3.4 nm.

For DUV light at 193 nm, rough indices are \(1.7+0.02i\) for resist and \(0.9+2.8i\) for silicon. Now

\[
|r|=\left|\frac{0.8-2.78i}{2.6+2.82i}\right|=0.754 .
\]

The weak-reflection limit no longer applies, and the full expression is needed:

\[
V(0)=\frac{2(0.754)}{1+0.754^2}=0.961 .
\]

The DUV ripple amplitude is thus 96 percent, about 49 times the EUV value. The first belief is refuted by this factor, but its refutation does not establish the one-percent limit.

## When one percent is correct

At normal incidence, an interface ripple amplitude below one percent requires approximately \(|\Delta n|<0.01\). A peak-to-valley ripple below one percent requires half that contrast. With \(\beta=0.006\) held fixed, resist values \(\delta=0.01\), 0.02 and 0.03 give amplitudes of 0.99, 1.96 and 2.97 percent. The first barely meets the condition. Matching \(\delta\) alone would not remove the ripple either: the remaining difference of 0.004 in \(\beta\) would still leave about 0.4 percent.

A free-electron estimate shows why \(\delta\) near 0.02 is a reasonable size for an organic resist. For a free electron of charge \(-e\), \(m\ddot x=-eE\) gives \(x=eE/(m\omega^2)\). With \(N\) electrons per volume the polarization is \(-Nex=-Ne^2E/(m\omega^2)\), and therefore

\[
n^2=1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0m}.
\]

For a weak response, \(\delta\simeq\omega_p^2/(2\omega^2)\). Introducing the classical electron radius \(r_e=e^2/(4\pi\varepsilon_0mc^2)\) gives \(\omega_p^2=4\pi r_ec^2N\). With \(\omega=2\pi c/\lambda\),

\[
\delta\simeq\frac{4\pi r_ec^2N}{2}\,\frac{\lambda^2}{4\pi^2c^2}
=\frac{r_e\lambda^2N}{2\pi}.
\]

The methyl methacrylate repeat unit, C₅H₈O₂, has \(5\times4+8+2\times6=40\) valence electrons. At a round density of 1.2 g/cm³ this means \(N=289\) nm⁻³, and the estimate is \(\delta=0.024\). It neglects binding and the core electrons, so it supports the size of the resist parameter, not its second digit. It is not used for silicon, whose index is an input here.

## Oblique rays

The exposure cone also contains rays away from the normal. Since \(q_r^2-q_s^2=n_r^2-n_s^2\), multiplying the numerator and denominator of \(r\) by \(q_r+q_s\) gives

\[
r=\frac{n_r^2-n_s^2}{(q_r+q_s)^2}
\simeq\frac{2\Delta n}{4\cos^2\theta},
\qquad V(0)\simeq\frac{|\Delta n|}{\cos^2\theta}.
\]

This step needs index departures from one that are small compared with \(\cos^2\theta\), so it fails towards grazing incidence. For \(\sin\theta=0.33\), or 19.3 degrees, \(\cos^2\theta=0.891\) and the estimate is 2.18 percent; the full reflection formula gives 2.21 percent. These values describe a single s-polarized ray, not an average over an image. For p polarization the trend is reversed. The reflected amplitude carries an extra factor \(\cos2\theta\), and the overlap of the downgoing and upgoing electric fields carries another, so \(V(0)\simeq|\Delta n|\cos^22\theta/\cos^2\theta\). At the same angle this is 1.33 percent, and an unpolarized ray gives about 1.8 percent, slightly below the normal-incidence value.

## Distance and blur

For weak reflection, \(V(d)\simeq V(0)e^{-\alpha d}\). The reflected wave has travelled down and back up through the height \(d\), losing amplitude on both passes. At normal incidence \(\alpha=4\pi\beta/\lambda=0.0056\) nm⁻¹, so the amplitude reaches one percent at

\[
d=\frac{\ln(1.96/1.00)}{0.0056\ \mathrm{nm}^{-1}}\simeq120\ \mathrm{nm}.
\]

For this single plane wave, the optical ripple amplitude stays above one percent at every height in a thinner film of this resist. In a real exposure, rays at different angles and wavelengths have ripples of different periods, and their sum can fall below one percent at a smaller height. For unpolarized, mutually incoherent rays filling a cone uniformly out to \(\sin\theta=0.33\), this happens near 50 nm. For normal incidence with a flat spectral band 2 percent wide and fixed indices, it happens near 96 nm. For the single wave, the attenuation calculation also applies to an underlayer with the same complex index as the resist. Such a layer creates no new reflection, but it leaves the one at the silicon in place. It reduces the ripple in the resist above it through absorption, and about 120 nm of it would be needed to reach one percent at the bottom of the resist.

The recorded pattern can be smoother than the optical one, because the deposited energy spreads. Model the spreading as a Gaussian blur of standard deviation \(\sigma\), with normalized weight \(G(s)\), far enough from the film boundaries for the whole Gaussian to fit inside. In \(|E|^2\) the interference term is \(2|A|^2|r|\cos(Kd+\varphi)\), because the factors \(e^{\alpha d}\) and \(e^{-\alpha d}\) cancel. Its blurred form contains

\[
\int G(s)\cos[K(d-s)+\varphi]\,ds
=\cos(Kd+\varphi)\int G(s)\cos(Ks)\,ds .
\]

The part with \(\sin(Ks)\) vanishes because \(G\) is even. The remaining Gaussian integral equals \(e^{-K^2\sigma^2/2}\). The smooth background changes by the factor \(e^{\alpha^2\sigma^2/2}\), which is negligibly different from one here.

The EUV period is \(13.5/(2\times0.980)=6.89\) nm. For a chosen \(\sigma=2\) nm,

\[
e^{-K^2\sigma^2/2}
=\exp\left[-\frac12\left(\frac{2\pi\times2}{6.89}\right)^2\right]
=0.19 .
\]

At a height of 30 nm the contrast falls from 1.66 to 0.31 percent, and direct convolution of the integrated intensity agrees, as the numerical output shows. The exponent varies as \(1/p^2\), so the same blur acts far more weakly on the DUV period of 56.8 nm.

A value below one percent can therefore be correct for the recorded energy while being wrong for the light. Which statement holds depends on the index contrast, the height, the polarization, the spread of angles and wavelengths, and the blur; a small reflectance alone does not settle it.

## Values computed for the example and the checks

```
EUV wavelength: 13.5 nm
EUV resist index: 0.980+0.006j (dimensionless)
EUV silicon index: 0.999+0.002j (dimensionless)
EUV index difference: -0.019+0.004j (dimensionless)
EUV |index difference|: 0.01942 (dimensionless)
EUV amplitude reflection r: -0.009592+0.002060j (dimensionless)
EUV |r|: 0.009811 (dimensionless)
EUV intensity reflectance R: 0.00963 percent
EUV ripple amplitude at interface: 1.962 percent
EUV peak-to-valley ripple: 3.924 percent
EUV ripple period: 6.888 nm
EUV absorption coefficient: 0.005585 1/nm
Near-interface window centre: 3.444 nm
Near-interface contrast, integration: 1.941 percent
Near-interface contrast, formula: 1.925 percent
Largest small-contrast profile error: 0.0393 percent
Height for 1 percent amplitude: 120.7 nm
Contrast there, integration: 1.009 percent
Gaussian blur sigma: 2.0 nm
Blur test height: 30.0 nm
Ripple multiplier from blur: 0.1893 (dimensionless)
Contrast before blur: 1.664 percent
Contrast after blur, convolution: 0.315 percent
Contrast after blur, formula: 0.314 percent
Edge-ray sine: 0.33 (dimensionless)
Edge-ray angle: 19.27 degrees
Edge-ray interface ripple: 2.208 percent
Scan delta=0.01: |dn|=0.00985, amplitude=0.990 percent
Scan delta=0.02: |dn|=0.01942, amplitude=1.962 percent
Scan delta=0.03: |dn|=0.02927, amplitude=2.973 percent
DUV wavelength: 193.0 nm
DUV resist index: 1.70+0.02j (dimensionless)
DUV silicon index: 0.9+2.8j (dimensionless)
DUV |r|: 0.754 (dimensionless)
DUV intensity reflectance: 56.9 percent
DUV ripple amplitude at interface: 96.1 percent
DUV ripple period: 56.8 nm
DUV/EUV ripple amplitude ratio: 49.0 (dimensionless)
Repeat-unit density: 1.2 g/cm^3
Repeat-unit molar mass: 100.117 g/mol
Valence electrons per repeat unit: 40 (count)
Valence electron density: 288.7 1/nm^3
Valence-electron estimate of delta: 0.0236 (dimensionless)
Plasma-dispersion delta: 0.0239 (dimensionless)
```
